# Equilibrium Strain of a Free-Standing Film with Two Identical Stressed Surfaces: a numerical check

```python
# Result under test: a free-standing film with two identical surfaces has the
# leading equilibrium in-plane strain  eps = -2 f / (M h)  relative to bulk.
#   f : surface stress, half the slope of surface energy with equibiaxial strain
#   M : biaxial modulus of the bulk with zero normal stress
#   h : reference thickness = number of layers * bulk layer spacing
# Test system: model fcc metal, (001) film, nearest-neighbour interactions,
#   E_i = A sum_j exp(-p x_ij) - xi sqrt(sum_j exp(-2 q x_ij)), x = r/r0 - 1.
# All surface quantities are per unit area of the unstrained crystal.
import numpy as np
import sympy as sp
from scipy.constants import e as charge
from scipy.optimize import brentq

r0, xi, p, q = 2.8, 1.2, 12.0, 4.0          # angstrom, eV, none, none
A = xi * q / (p * np.sqrt(12.0))            # makes r0 the bulk bond length
d0 = r0 / np.sqrt(2.0)                      # bulk (001) layer spacing
area = r0**2                                # reference area per surface atom
volume = area * d0                          # reference volume per atom


def repulsion(r):
    return np.exp(-p * (r / r0 - 1))


def density(r):
    return np.exp(-2 * q * (r / r0 - 1))


def slab(x):
    """Energy and gradient per surface cell; x = [in-plane bond, spacings]."""
    b, d = x[0], x[1:]
    n = len(d) + 1
    r = np.sqrt(b**2 / 2 + d**2)
    rho = np.full(n, 4 * density(b))
    rho[:-1] += 4 * density(r)
    rho[1:] += 4 * density(r)
    energy = (4 * n * A * repulsion(b) + 8 * A * repulsion(r).sum()
              - xi * np.sqrt(rho).sum())
    inv = 1 / np.sqrt(rho)
    slope_r = (-8 * A * p / r0 * repulsion(r)
               + 4 * xi * q / r0 * density(r) * (inv[:-1] + inv[1:]))
    slope_b = (-4 * n * A * p / r0 * repulsion(b)
               + 4 * xi * q / r0 * density(b) * inv.sum())
    grad_b = slope_b + (slope_r * b / (2 * r)).sum()
    return energy, np.concatenate(([grad_b], slope_r * d / r))


def hessian(x, first):
    step, columns = 1e-5, []
    for k in range(first, len(x)):
        dx = np.zeros(len(x))
        dx[k] = step
        diff = slab(x + dx)[1] - slab(x - dx)[1]
        columns.append(diff[first:] / (2 * step))
    H = np.array(columns)
    return (H + H.T) / 2


def relax(n, strain=None):
    """Relax the spacings; also the in-plane bond if no strain is imposed."""
    x = np.full(n, d0)
    x[0] = r0 if strain is None else r0 * (1 + strain)
    first = 0 if strain is None else 1
    for _ in range(10):
        x[first:] -= np.linalg.solve(hessian(x, first), slab(x)[1][first:])
    assert np.max(np.abs(slab(x)[1][first:])) < 1e-10
    return x


def bulk_energy(strain):
    """Bulk energy per atom at in-plane strain, normal stress relaxed."""
    b = r0 * (1 + strain)

    def bond(d):
        return np.sqrt(b**2 / 2 + d**2)

    def rho(d):
        return 4 * density(b) + 8 * density(bond(d))

    def normal_force(d):
        r = bond(d)
        return -A * p * repulsion(r) + xi * q * density(r) / np.sqrt(rho(d))

    d = brentq(normal_force, 0.93 * d0, 1.07 * d0, xtol=1e-14)
    return (A * (4 * repulsion(b) + 8 * repulsion(bond(d)))
            - xi * np.sqrt(rho(d)))


def taylor(function, step=2e-3):
    """Taylor coefficients at zero strain from seven-point interpolation."""
    k = np.arange(-3, 4)
    values = np.array([function(step * j) for j in k])
    c = np.linalg.solve(np.vander(k.astype(float), 7, increasing=True), values)
    return c / step**np.arange(7)


# Analytic gradient against energy differences at a distorted geometry
rng = np.random.default_rng(1)
x_test = np.concatenate(([r0], np.full(7, d0))) + 0.05 * rng.normal(size=8)
numeric = []
for unit in np.eye(8):
    numeric.append((slab(x_test + 1e-5 * unit)[0]
                    - slab(x_test - 1e-5 * unit)[0]) / 2e-5)
assert np.allclose(numeric, slab(x_test)[1], atol=1e-6)

# Bulk: biaxial modulus M and cubic coefficient L from the relaxed energy
bulk = taylor(lambda s: bulk_energy(s) / volume)
M, L = bulk[2], bulk[3]
assert abs(bulk[1]) < 1e-7 * M              # the bulk reference is stress-free

# Elastic constants from explicit neighbour vectors along the cubic axes
vectors = np.array([(i, j, k) for i in (-1, 0, 1) for j in (-1, 0, 1)
                    for k in (-1, 0, 1) if abs(i) + abs(j) + abs(k) == 2])
vectors = vectors * r0 / np.sqrt(2.0)


def cubic_energy(ex, ey):
    r = np.linalg.norm(vectors * np.array([1 + ex, 1 + ey, 1.0]), axis=1)
    return A * repulsion(r).sum() - xi * np.sqrt(density(r).sum())


t = 3e-4
C11 = (cubic_energy(t, 0) - 2 * cubic_energy(0, 0)
       + cubic_energy(-t, 0)) / (t**2 * volume)
C12 = (cubic_energy(t, t) - cubic_energy(t, -t) - cubic_energy(-t, t)
       + cubic_energy(-t, -t)) / (4 * t**2 * volume)
M_cubic = C11 + C12 - 2 * C12**2 / C11
assert abs(M_cubic / M - 1) < 1e-3

# Isotropic solid: the same combination must reduce to E/(1-nu)
E, nu = sp.symbols("E nu", positive=True)
c11 = E * (1 - nu) / ((1 + nu) * (1 - 2 * nu))
c12 = E * nu / ((1 + nu) * (1 - 2 * nu))
assert sp.simplify(c11 + c12 - 2 * c12**2 / c11 - E / (1 - nu)) == 0


# Surface energy, stress f and quadratic coefficient S at imposed strains
def surface_energy(strain, n):
    return (slab(relax(n, strain))[0] - n * bulk_energy(strain)) / (2 * area)


surface = taylor(lambda s: surface_energy(s, 30))
gamma0, f, S = surface[0], surface[1] / 2, surface[2]
f_thin = taylor(lambda s: surface_energy(s, 20))[1] / 2
assert abs(f_thin / f - 1) < 1e-6           # f belongs to the surface alone

# Fully relaxed films against the leading law and its first correction
layers = [10, 20, 40, 80]
rows = []
for n in layers:
    x = relax(n)
    h = n * d0
    strain = x[0] / r0 - 1
    leading = -2 * f / (M * h)
    deviation = strain / leading - 1
    predicted = leading * (S / f - 3 * L / (2 * M))
    rows.append((n, h, strain, leading, deviation, predicted))
    if n == 20:
        lowest = np.linalg.eigvalsh(hessian(x, 0))[0]
        assert lowest > 0                   # a minimum, not just stationary
deviations = np.array([row[4] for row in rows])
remainders = np.array([abs(row[4] - row[5]) for row in rows])
assert np.all(np.diff(np.abs(deviations)) < 0) and abs(deviations[-1]) < 0.03
assert remainders[-1] < 1e-3
assert remainders[-1] < remainders[-2] / 3  # remainder falls as 1/h^2

# Interior of the thickest film: stress -2f/h and Poisson expansion
h, strain = rows[-1][1], rows[-1][2]
s = 1e-4
stress = (bulk_energy(strain + s) - bulk_energy(strain - s)) / (4 * s * volume)
stress_law = -2 * f / h
assert abs(stress / stress_law - 1) < 0.03
normal = x[len(x) // 2] / d0 - 1
normal_law = -2 * C12 / C11 * strain
assert abs(normal / normal_law - 1) < 0.03

# Surface energy in place of surface stress must give a wrong strain
wrong = -2 * gamma0 / (M * h)
assert abs(wrong / strain - 1) > 0.15

to_GPa = charge / 1e-30 / 1e9
to_N_per_m = charge / 1e-20
print(f"bond length r0 = {r0:.2f} angstrom")
print(f"attraction strength xi = {xi:.2f} eV")
print(f"repulsion strength A = {A:.5f} eV")
print(f"decay parameters p = {p:.0f}, q = {q:.0f} (dimensionless)")
print(f"bulk layer spacing d0 = {d0:.4f} angstrom")
print(f"C11 = {C11:.4f} eV/angstrom^3")
print(f"C12 = {C12:.4f} eV/angstrom^3")
print(f"M from elastic constants = {M_cubic:.4f} eV/angstrom^3")
print(f"M from biaxial energy = {M:.4f} eV/angstrom^3 = {M*to_GPa:.1f} GPa")
print(f"cubic bulk coefficient L = {L:.3f} eV/angstrom^3")
print(f"surface energy gamma0 = {gamma0:.5f} eV/angstrom^2")
print(f"surface stress f = {f:.5f} eV/angstrom^2 = {f*to_N_per_m:.3f} N/m")
print(f"quadratic surface coefficient S = {S:.4f} eV/angstrom^2")
print(f"lowest Hessian eigenvalue, 20 layers = {lowest:.4f} eV/angstrom^2")
for n, thick, eps, lead, dev, pred in rows:
    print(f"{n} layers: h = {thick:.2f} angstrom")
    print(f"  relaxed strain = {100*eps:.4f} %, -2f/(Mh) = {100*lead:.4f} %")
    print(f"  relative deviation = {100*dev:.3f} %, predicted = {100*pred:.3f} %")
print(f"80 layers, interior stress = {stress*to_GPa:.4f} GPa")
print(f"80 layers, -2f/h = {stress_law*to_GPa:.4f} GPa")
print(f"80 layers, interior normal strain = {100*normal:.4f} %")
print(f"80 layers, -2(C12/C11) strain = {100*normal_law:.4f} %")
print(f"80 layers, wrong strain with gamma0 for f = {100*wrong:.4f} %")
print("every check passed")
```

It prints:

```
bond length r0 = 2.80 angstrom
attraction strength xi = 1.20 eV
repulsion strength A = 0.11547 eV
decay parameters p = 12, q = 4 (dimensionless)
bulk layer spacing d0 = 1.9799 angstrom
C11 = 1.1902 eV/angstrom^3
C12 = 0.8332 eV/angstrom^3
M from elastic constants = 0.8570 eV/angstrom^3
M from biaxial energy = 0.8570 eV/angstrom^3 = 137.3 GPa
cubic bulk coefficient L = -5.850 eV/angstrom^3
surface energy gamma0 = 0.03680 eV/angstrom^2
surface stress f = 0.05582 eV/angstrom^2 = 0.894 N/m
quadratic surface coefficient S = -0.2308 eV/angstrom^2
lowest Hessian eigenvalue, 20 layers = 2.0658 eV/angstrom^2
10 layers: h = 19.80 angstrom
  relaxed strain = -0.6326 %, -2f/(Mh) = -0.6580 %
  relative deviation = -3.851 %, predicted = -4.017 %
20 layers: h = 39.60 angstrom
  relaxed strain = -0.3225 %, -2f/(Mh) = -0.3290 %
  relative deviation = -1.966 %, predicted = -2.009 %
40 layers: h = 79.20 angstrom
  relaxed strain = -0.1629 %, -2f/(Mh) = -0.1645 %
  relative deviation = -0.994 %, predicted = -1.004 %
80 layers: h = 158.39 angstrom
  relaxed strain = -0.0818 %, -2f/(Mh) = -0.0822 %
  relative deviation = -0.499 %, predicted = -0.502 %
80 layers, interior stress = -0.1133 GPa
80 layers, -2f/h = -0.1129 GPa
80 layers, interior normal strain = 0.1146 %
80 layers, -2(C12/C11) strain = 0.1146 %
80 layers, wrong strain with gamma0 for f = -0.0542 %
every check passed
```
